Barrier between two positively charged traps at zero and small field, part 2

In models of conduction through the amorphous layer of a memory cell below its switching threshold, electrons move by thermal excitation from trap to trap. Here one electron, of charge −q with q > 0, moves in the field of two positive cores of charge +q, trap 1 at x = 0 and trap 2 at x = d. The question is how a uniform field changes the barrier between them. Other charges and screening are left out.

The permittivity is ε = ε_r ε₀, and K = q²/(4πε). The energy U is the local band edge, measured from that of the trap-free medium without a field. Energies are in eV or meV, lengths in nm; 1 MV/m is 0.001 V/nm. k_BT is the thermal energy.

At zero field, on the axis between the traps,

U₀(x) = −K [1/x + 1/(d − x)].

In the plane through the midpoint at right angles to the axis, at distance ρ from it,

U₀(midplane) = −2K / √(d²/4 + ρ²).

The midpoint is the pass between the traps, with energy −W, where

W = 4K/d = q²/(πεd).

The curvatures there are −32K/d³ along the axis and +16K/d³ across it.

E_i is the energy needed to lift the electron from an isolated trap into the band. For a compact spherical density of fixed shape, the neighbour shifts the level to −E_i − W/4, so the zero-field barrier is

Φ₀ = −W − (−E_i − W/4) = E_i − 3W/4.

Leaving the pair altogether needs E_i + W/4. The zero-point energy of the motion across the axis at the pass is left out of Φ₀.

The example has ε_r = 10, d = 6 nm, K = 0.1440 eV nm, E_i = 0.40 eV, W = 96.0 meV, Φ₀ = 328.0 meV and a field of 5 MV/m. The test density of the trapped electron is exp(−2r/a)/(πa³), with r the distance from its trap and radius a = 0.5 nm.

## The pair in an electric field

The symbols carried over are these. The traps sit at x = 0 and x = d, and K = q²/(4πε) measures the attraction of one core. At zero field the pass between the traps is at the midpoint, with energy −W, where W = 4K/d = q²/(πεd). Its curvatures are −32K/d³ along the axis and +16K/d³ across it. The level of a trap with its neighbour present is −E_i − W/4, and the zero-field barrier is Φ₀ = E_i − 3W/4. The example has W = 96.0 meV, d = 6 nm and Φ₀ = 328.0 meV.

Let a uniform field push the electron from trap 1 toward trap 2 with force qF, where F ≥ 0. Because the electron is negative, the electric field vector points the other way, from trap 2 to trap 1. The force is minus the slope of the potential energy, so the field adds −qFx, with its zero chosen at trap 1:

U(x) = −K [1/x + 1/(d − x)] − qFx.

It helps to measure position from the midpoint in units of half the separation. With x = (d/2)(1 + s) and d − x = (d/2)(1 − s), the range between the traps is −1 < s < 1. The Coulomb bracket becomes

(2/d) [1/(1 + s) + 1/(1 − s)] = (4/d) / (1 − s²),

and multiplication by K turns 4K/d into W. The field term is (qFd/2)(1 + s). Dividing by W defines the dimensionless field

f = qFd/(2W) = F/F_c, with F_c = 2W/(qd) = 2q/(πεd²).

The potential energy then reads

U = −W g(s), g(s) = 1/(1 − s²) + f(1 + s).

The highest point of U is the lowest point of g. The function 1/(1 − s²) is half the sum of 1/(1 + s) and 1/(1 − s), so its second derivative is 1/(1 + s)³ + 1/(1 − s)³, which is positive between the traps. The field term is a straight line and adds no curvature. Thus g is convex, and it grows without limit at both ends. It has one minimum, and the axial profile has one top at every field strength.

The height of this top can be enclosed between two simple expressions. The minimum of g cannot exceed its value at the midpoint:

min g ≤ g(0) = 1 + f.

For the other side, write 1/(1 − s²) = 1 + s² + s⁴/(1 − s²), which is checked by multiplying through by 1 − s². The last term is not negative, so

g(s) ≥ 1 + f + fs + s² = 1 + f − f²/4 + (s + f/2)² ≥ 1 + f − f²/4.

The second step completes the square, and the third drops a square. Let D be the amount by which the field lowers the top, measured relative to trap 1. At zero field min g = 1, so D = W(min g − 1), and the two bounds give

Wf − Wf²/4 ≤ D ≤ Wf.

By the definition of f, the product Wf is qFd/2. The quadratic term is Wf²/4 = (W/4)(qFd)²/(4W²) = (qFd)²/(16W). Therefore

qFd/2 − (qFd)²/(16W) ≤ D ≤ qFd/2.

This proves the linear law. As F goes to zero, the ratio of D to qFd/2 goes to one. At finite field the linear expression is never too small, and its excess, relative to the linear expression itself, is at most f/4.

The reason why the movement of the top does no harm can be read from the same formulas. At a minimum of g its derivative vanishes,

2s/(1 − s²)² + f = 0,

which for small f gives s ≈ −f/2. The top moves toward the emitting trap by (d/2)(f/2) = fd/4, a distance of first order in the field. But the zero-field profile is flat at its top, so a first-order displacement changes the energy in second order. The linear part of the shift is the field energy at the old top.

The bound on the quadratic term is also its leading value. Inserting the trial position s = −f/2, allowed for f < 2, gives a second upper bound. By the identity used above,

g(−f/2) = 1 + f²/4 + (f⁴/16)/(1 − f²/4) + f − f²/2 = 1 + f − f²/4 + (f⁴/16)/(1 − f²/4).

The minimum lies between this and 1 + f − f²/4, and the gap between the two is of order f⁴. Hence

U_top = −W − qFd/2 + (qFd)²/(16W) + O(F⁴).

The starting level must now be followed in the field. For a rigid density that is spherical about trap 1 the average of x is zero, so the average of −qFx is zero and the level stays at −E_i − W/4. The level of trap 2 has the same Coulomb shift, but its field energy is −qFd. With an arrow for the direction of the move, the two barriers are

Φ→ = U_top + E_i + W/4 ≈ Φ₀ − qFd/2 + (qFd)²/(16W),

Φ← = Φ→ + qFd ≈ Φ₀ + qFd/2 + (qFd)²/(16W).

The barrier with the field falls linearly and the barrier against the field rises linearly by the same amount. The quadratic term raises both.

In the example F = 5 MV/m and F_c = 32.0 MV/m, so f = 0.156. The linear shift is 15.00 meV. The numerical maximum gives a forward barrier of 313.6 meV and a backward barrier of 343.6 meV, which are a drop of 14.42 meV and a rise of 15.58 meV. The linear law overstates the drop by 0.58 meV, while the quadratic formula gives 0.59 meV. The small difference is the fourth-order term: Wf⁴/16 is 0.004 meV, which takes 0.586 to 0.582 meV. The top has moved by 0.232 nm, against fd/4 = 0.234 nm.

A general relation shows what the lever arm d/2 stands for. Because the top is a stationary point, its energy changes with the field at the rate −q x_top, where x_top is its current position. The energy of a normalized stationary state changes at the rate given by the average of the explicit field term, which is −q⟨x⟩, with ⟨x⟩ the mean position of the electron. Subtracting,

dΦ→/dF = −q (x_top − ⟨x⟩).

The lever arm is the distance from the electron's mean position to the top. For a rigid state on trap 1 and small F it is d/2. If the neighbour's attraction has already displaced the cloud by δ toward trap 2, the initial slope is −q(d/2 − δ). The shift is still linear, but its coefficient is smaller by the fraction 2δ/d. A compact, stiff state makes this fraction small.

The same relation shows why the electron has to be localized. In two equal wells coupled by tunnelling, the zero-field ground state is shared equally, so ⟨x⟩ = d/2 and the linear term vanishes. The linear law describes an electron that sits on one trap. That requires either a field energy difference qFd large compared with the tunnel splitting, or an environment that holds the electron in one well for longer than the tunnelling time.

In a disordered layer the line between two neighbours is seldom parallel to the field. Let the force make an angle θ with the axis, and let u and v be small displacements from the midpoint, u along the axis and v across it in the plane of the force. From the curvatures, with K = Wd/4, the Coulomb energy near the pass is −W − 4Wu²/d² + 2Wv²/d². With the field,

U ≈ −W − qF cosθ (d/2 + u) − qF sinθ v − 4Wu²/d² + 2Wv²/d².

Setting the derivatives with respect to u and v to zero gives

u = −qF cosθ d²/(8W), v = qF sinθ d²/(4W).

When these are inserted, the u terms contribute (qFd cosθ)²(1/8 − 1/16)/W = (qFd cosθ)²/(16W). The v terms contribute (qFd sinθ)²(−1/4 + 1/8)/W = −(qFd sinθ)²/(8W). Altogether

U_top ≈ −W − (qFd/2) cosθ + (qFd)² (cos²θ − 2 sin²θ)/(16W).

There is no cubic correction, because the Coulomb energy is unchanged by inversion through the midpoint. To first order only the component of the field along the axis acts. A field at right angles to the axis lowers the pass in second order, since the pass can slide sideways down the field. This lasts only while the cores can hold it: their largest sideways pull in the midplane is reached at f = 2/(3√3) = 0.385, or 12.3 MV/m here, and above that field at right angles the pass between the traps no longer exists. At 60° in the example the linear part is −7.50 meV and the quadratic part is 0.586 × (0.25 − 1.50) = −0.73 meV. Their sum, −8.23 meV, agrees with −8.24 meV from a three-dimensional search for the saddle.

For a field along the axis, the linear law ends when f is no longer small. At f = 0.4, which is 12.8 MV/m here, the bound allows an excess of 10 % relative to the linear shift, and the numerical value is 9.6 %. The scale F_c falls as 1/d², while the slope qd/2 grows as d. A close pair thus responds weakly but stays linear over a wide range of fields, and a distant pair does the opposite.

At large f the top approaches trap 1. Put s = −1 + w with small w. Then 1 − s² = w(2 − w), and

g = ½ [1/w + 1/(2 − w)] + fw ≈ 1/(2w) + fw + 1/4.

The derivative −1/(2w²) + f vanishes at w = 1/√(2f), and there min g ≈ √(2f) + 1/4. The first term, in energy units, is

W√(2f) = √(W qFd) = √(4K qF) = q √(qF/(πε)).

The separation has dropped out. This is the Poole–Frenkel lowering of an isolated trap: the function −K/x − qFx has its maximum at x = √(K/(qF)), where both terms equal −√(K qF) and the sum is −√(4K qF). The remaining W/4 is the amount by which the neighbour's attraction lowers the energy close to trap 1. The trap level is lowered by the same amount, so that Φ→ approaches E_i − q√(qF/(πε)). The linear law and the square-root law are two limits of one barrier. The first holds when the neighbour fixes the position of the top, the second when the field does.

The passage between them shows in the example. The first two columns give the drop from the zero-field barrier, and the last two the drop from E_i, all in meV.

F (MV/m): numerical, linear; numerical, Poole–Frenkel
1: 2.98, 3.00; 75.0, 24.0
10: 27.7, 30.0; 99.7, 75.9
30: 71.9, 90.0; 143.9, 131.5
100: 173.9, 300.0; 245.9, 240.0

At 1 MV/m the linear law is accurate to better than 1 %, and the isolated-trap formula misses most of the reduction. At 100 MV/m the linear law is far off, and the isolated-trap formula is within 6 meV. The highest fields listed serve to compare the formulas; a real layer may switch or break down before it reaches them. At 100 MV/m the top is also only 1.16 nm from trap 1, and about 16 % of a cloud of radius 0.5 nm extends beyond that distance, so the picture of a compact, rigid state below a distant top no longer holds well there.

For thermally activated motion a second condition enters, because the barrier stands in an exponent. Let a move over a barrier Φ occur at the rate ν exp(−Φ/k_BT), with the same prefactor ν in both directions. The mean of the two barriers is Φ₀ + η, with η ≈ (qFd)²/(16W), and each differs from the mean by qFd/2. When both traps are equally likely to hold the electron, the net rate is proportional to the difference of the two rates, which is

2ν exp[−(Φ₀ + η)/k_BT] sinh[qFd/(2k_BT)].

The linear law may be used in the rate when η is small compared with k_BT. At 300 K, where k_BT = 25.85 meV, the ratio is 0.0225, and neglecting η overstates the rates by about 2 %. This holds for an electron that passes classically over the top with a prefactor that does not depend on the field. Neither is exact here. The channel narrows as the top moves toward trap 1, which lowers a harmonic classical prefactor by about 3.5 % at 5 MV/m. The zero-point energy across the axis rises away from the midpoint, which flattens the effective top and about doubles η for the free-electron mass. By the symmetry of the pair the linear term is unchanged. If the electron's effective mass is small, tunnelling below the top can dominate the rate, which then responds less to the field than the barrier height suggests. A linear barrier shift does not imply a linear current. That would also need qFd/2 to be small compared with k_BT. Here the ratio is 15.0/25.85 = 0.58, at which the hyperbolic sine exceeds its argument by about 6 %; the excess grows quickly at higher fields. The formula also treats the pair as closed. In the example, from about 7 MV/m on, an electron on trap 2 meets a lower barrier for leaving the pair down the field than for returning to trap 1.

This net rate also shows what the pair does not explain. The top stays between the traps, so with rigid states Φ→ falls and Φ← rises steadily as F increases. At fixed temperature and fixed ν, the net rate grows with the field and has one value for each field. Threshold switching, in which the voltage across the cell drops while the current rises, needs a further ingredient, such as heating, a change in the trap occupation or a field that becomes non-uniform. The lowered and tilted barrier describes a single move between two traps. The current through a layer also depends on the other charges, on the spread of separations and directions, and on how the traps are occupied. The numerical output that follows lists the main computed values.

Computed values

```
INPUTS
relative permittivity = 10.0 (dimensionless)
trap separation d = 6.0 nm
isolated ionization energy E_i = 0.40 eV
radius of trapped state = 0.5 nm
example field F = 5.0 MV/m
temperature = 300 K, kT = 25.85 meV
ZERO FIELD
Coulomb constant K = 0.14400 eV nm
band-edge lowering W, formula = 95.998 meV
band-edge lowering, numerical = 95.998 meV
trap-level shift, quadrature = -23.999 meV
barrier from trap level = 328.002 meV
axial curvature = -21.333 meV/nm^2
transverse curvature = 10.666 meV/nm^2
d =  4.0 nm: lowering = 144.00 meV
d =  6.0 nm: lowering = 96.00 meV
d =  8.0 nm: lowering = 72.00 meV
d = 12.0 nm: lowering = 48.00 meV
EXAMPLE FIELD
field scale F_c = 32.00 MV/m
f = F/F_c = 0.1563 (dimensionless)
linear shift qFd/2 = 15.000 meV
forward barrier = 313.584 meV
backward barrier = 343.584 meV
forward barrier drop = 14.418 meV
backward barrier rise = 15.582 meV
linear law minus numerical drop = 0.582 meV
quadratic formula = 0.586 meV
that difference / kT = 0.0225 (dimensionless)
top moves toward trap 1 by 0.232 nm
saddle shift, field at 60 degrees = -8.237 meV
field with f = 0.4: 12.80 MV/m
linear law too large there by 9.64 % of itself
BARRIER DROP FROM ITS ZERO-FIELD VALUE, AND DROP FROM E_i
F (MV/m) | numerical, linear (meV) | from E_i, Poole-Frenkel (meV)
   1.0 |    2.977,    3.000 |   74.975,   24.000
   5.0 |   14.418,   15.000 |   86.416,   53.665
  10.0 |   27.710,   30.000 |   99.708,   75.894
  30.0 |   71.892,   90.000 |  143.890,  131.452
 100.0 |  173.887,  300.000 |  245.885,  239.997
```
